# Bias reversal and moire gaps in bilayer graphene on boron nitride

**Question.** Bernal bilayer graphene lies on one aligned boron nitride crystal, which touches layer 1. Two gates reverse the perpendicular field at fixed carrier density, so that the electron energy difference $u$ (layer 1 minus layer 2) changes sign. Here $u$ is the total, self-consistent difference, including screening.

Take one valley and the basis $(A_1,B_1,A_2,B_2)$. With $\pi=k_x+ik_y=ke^{i\varphi}$, the bare Hamiltonian is

$$
h=\begin{pmatrix}u/2&\hbar v\pi^*&0&0\\ \hbar v\pi&u/2&\gamma&0\\0&\gamma&-u/2&\hbar v\pi^*\\0&0&\hbar v\pi&-u/2\end{pmatrix}.
$$

The moire period is $L$. The six shortest moire vectors $\mathbf G_m$ ($m=0,\dots,5$) are $60^\circ$ apart, with $G=4\pi/(\sqrt3L)$. The moire potential acts on layer 1 alone:

$$
V=U_0f_1+U_3f_2\sigma_z+\frac{U_1}{G}(\hat{\mathbf z}\times\nabla f_2)\cdot\boldsymbol\sigma,
$$

$$
f_1=\sum_m e^{i\mathbf G_m\cdot\mathbf r},\qquad
f_2=i\sum_m(-1)^me^{i\mathbf G_m\cdot\mathbf r}.
$$

These are the scalar, sublattice-mass and gauge terms of an inversion-symmetric first-harmonic model. Electron interactions enter only through $u$.

## (a) Bare bands

**Find the low-energy bands at $x=\hbar vk>0$, and the ratio of the $B_1$ to the $A_1$ amplitude.**

**Answer.** Write the state as $(a,\,be^{i\varphi},\,ce^{i\varphi},\,de^{2i\varphi})$. The phases cancel and the amplitudes can be taken real. With $\epsilon=E-u/2$ and $\eta=E+u/2$, the four rows of $h\psi=E\psi$ are

$$
\epsilon a=xb,\quad \epsilon b=xa+\gamma c,\quad \eta c=\gamma b+xd,\quad \eta d=xc.
$$

The first row gives the requested ratio, which defines an angle $\theta$:

$$
\frac ba=\frac{E-u/2}{x}=\tan\theta .
$$

The second row then gives $c=(\epsilon^2-x^2)a/(\gamma x)$. Multiplying the third row by $\eta$ and using the fourth gives $(\eta^2-x^2)c=\gamma\eta b$. Inserting $b$ and $c$,

$$
(\epsilon^2-x^2)(\eta^2-x^2)=\gamma^2\epsilon\eta. \tag{1}
$$

Since $\epsilon\eta=E^2-u^2/4$ and $\epsilon^2+\eta^2=2E^2+u^2/2$, this is a quadratic in $E^2$:

$$
E^4-2SE^2+x^4-\frac{x^2u^2}{2}+\frac{u^4}{16}+\frac{\gamma^2u^2}{4}=0,
\quad S=x^2+\frac{u^2}{4}+\frac{\gamma^2}{2}.
$$

Subtracting the constant term from $S^2$ leaves $R^2=\gamma^4/4+x^2(u^2+\gamma^2)$. The smaller root for $E^2$ is the low-energy pair:

$$
E=\pm\sqrt{x^2+\frac{u^2}{4}+\frac{\gamma^2}{2}-R}. \tag{2}
$$

The upper sign is the conduction band, the lower the valence band.

## (b) Layer weight

**Find the weight $P=a^2+b^2$ on layer 1. Towards which layer does each band lean, and where does this rule fail?**

**Answer.** At fixed $k$, $u$ enters $h$ as $+u/2$ on layer 1 and $-u/2$ on layer 2. The Hellmann–Feynman theorem therefore gives

$$
\frac{\partial E}{\partial u}=\frac{P-(1-P)}2=P-\frac12 .
$$

From $R^2$ we have $\partial R/\partial u=x^2u/R$. Differentiating $E^2$ gives $2E\,\partial E/\partial u=u/2-x^2u/R$, and so

$$
P=\frac12+\frac{u}{4E}\left(1-\frac{2x^2}{R}\right). \tag{3}
$$

As $x\to0$ at fixed $u\neq0$, $R\to\gamma^2/2$ and $|E|\to|u|/2$. For $u>0$ the conduction state then lies wholly on layer 1 and the valence state wholly on layer 2. For $u<0$ the roles are exchanged.

At finite $x$ the same preference holds, more weakly, while $R>2x^2$. The limit $R=2x^2$ reads $4x^4-(u^2+\gamma^2)x^2-\gamma^4/4=0$. For $u\to0$ its positive root is $x=\gamma\sqrt{(1+\sqrt5)/8}\approx0.64\gamma$, and it grows with $|u|$. Beyond it the preference is reversed. In this model, a moire period below about 9.9 nm can thus place the mini-zone boundary where the rule taken from the band edge is wrong. On boron nitride such a period needs a twist of about $1^\circ$ or more, so the aligned case treated here is not affected.

## (c) The gap at the mini-zone boundary

**Find, to first order in $V$, the direct gap at the edge midpoint $M$, where states at $\pm\mathbf G_m/2$ meet.**

**Answer.** Now $x=\hbar vG/2$. The two states have equal bare energy, and their angles differ by $\pi$. With $\varphi$ the direction of $\mathbf G_m$, their layer-1 parts are

$$
\chi_\pm=(a,\ \pm be^{i\varphi}).
$$

The scalar and mass matrix elements are

$$
\chi_+^\dagger\chi_-=a^2-b^2,\qquad
\chi_+^\dagger\sigma_z\chi_-=a^2+b^2 .
$$

For the gauge term, put $\mathbf n=\hat{\mathbf z}\times\hat{\mathbf G}_m=(-\sin\varphi,\cos\varphi)$. Then

$$
\mathbf n\cdot\boldsymbol\sigma=\begin{pmatrix}0&-ie^{-i\varphi}\\ ie^{i\varphi}&0\end{pmatrix},
$$

$$
\chi_+^\dagger(\mathbf n\cdot\boldsymbol\sigma)\chi_-
=a(-ie^{-i\varphi})(-be^{i\varphi})+be^{-i\varphi}(ie^{i\varphi})a=2iab .
$$

The Fourier coefficients at $\mathbf G_m$ are $U_0$ for the scalar term and $i(-1)^mU_3$ for the mass term. In the gauge term the gradient supplies a second factor $i$, so its coefficient is $-(-1)^mU_1$. The coupling is

$$
W=U_0(a^2-b^2)+i(-1)^m\left[U_3(a^2+b^2)-2U_1ab\right].
$$

From $b/a=\tan\theta$ and $a^2+b^2=P$ it follows that $a^2-b^2=P\cos2\theta$ and $2ab=P\sin2\theta$. Because $V$ has no uniform part, the diagonal elements vanish. The two-state matrix has eigenvalues $E\pm|W|$, and

$$
\Delta=2PF,\qquad
F=\sqrt{U_0^2\cos^22\theta+(U_3-U_1\sin2\theta)^2}. \tag{4}
$$

The layer weight is therefore multiplied by a sublattice factor $F$, which also depends on $u$. Equation (4) requires couplings to all other bare states, including the other bands at $\pm\mathbf G_m/2$, to be small compared with their energy separations from this pair.

## (d) What bias reversal can and cannot do

**Compare the conduction gap at $u$ with the valence gap at $-u$. Then show that a purely scalar potential can give no first-order gap even when $P\neq0$.**

**Answer.** Under $(E,u)\to(-E,-u)$, equation (3) leaves $P$ unchanged, while $\tan\theta=(E-u/2)/x$ changes sign. Equation (4) then gives

$$
\Delta_{\rm val}(-u;U_1)=\Delta_{\rm cond}(u;-U_1).
$$

To first order, the electron and hole gaps are mirror images under bias reversal if $U_1=0$. With both $U_1$ and $U_3$ present and $\sin2\theta\neq0$, the gauge and mass terms add in one member of this mirrored pair and oppose each other in the other.

There is a related statement for the full spectrum of this model. Reversing the sign of both $B$ amplitudes changes the sign of every hopping and of the gauge term, but not of the diagonal terms. Hence $h(u)\to-h(-u)$, and the spectrum at $(u;U_0,U_1,U_3)$ is minus that at $(-u;-U_0,U_1,-U_3)$.

For $U_1=U_3=0$ and $U_0\ne0$, the first-order gap vanishes when $\cos2\theta=0$, that is, $\epsilon^2=x^2$. Equation (1) then requires $\epsilon\eta=0$. As $\epsilon\neq0$, we need $\eta=0$, so $E=-u/2$, $\epsilon=-u$ and $|u|=x$. The conduction band has $E>0$, which selects $u=-x$. There $R=\gamma^2/2+x^2$, and (2) gives $E^2=x^2/4$, confirming that this is the low-energy band. With $u/(4E)=-1/2$, equation (3) gives

$$
P=\frac{x^2}{R}=\frac{2x^2}{2x^2+\gamma^2}.
$$

The state still has weight on layer 1, but its equal $A_1$ and $B_1$ contributions cancel.

## (e) Numerical example

**Take $L=14$ nm, $v=10^6$ m/s, $\gamma=380$ meV and $(U_0,U_1,U_3)=(5,-10,-9)$ meV. Find the gaps at $M$ for $u=\pm100$ meV.**

**Answer.** Here $G=0.5182$ nm$^{-1}$ and $\hbar v=0.6582$ eV nm, so $x=0.6582\times0.5182/2$ eV $=170.5$ meV. This is below $0.64\gamma\approx240$ meV, so the usual layer preference holds at $M$.

For the conduction band at $u=+100$ meV, $R=9.851\times10^4$ meV$^2$. Equation (2) gives $E=72.7$ meV, and

$$
P=0.5+\frac{100}{4(72.66)}(1-0.5906)=0.641,
$$

$$
\tan\theta=\frac{72.66-50}{170.55}=0.133 .
$$

Thus $\cos2\theta=0.965$ and $\sin2\theta=0.261$. In meV,

$$
F=\sqrt{(5\times0.965)^2+(-9+10\times0.261)^2}=8.01,
$$

and $\Delta=2(0.641)(8.01)=10.3$ meV. The other cases follow in the same way. The last column is the direct gap from a plane-wave diagonalization, which includes higher orders in $V$. Energies are in meV.

| Band, $u$ | $P$ | $F$ | First order | Full |
|---|---:|---:|---:|---:|
| cond., $+100$ | 0.641 | 8.01 | 10.3 | 9.6 |
| cond., $-100$ | 0.359 | 1.66 | 1.2 | 1.2 |
| val., $+100$ | 0.359 | 18.55 | 13.3 | 11.9 |
| val., $-100$ | 0.641 | 12.57 | 16.1 | 13.8 |

Reversing the bias from $-100$ to $+100$ meV raises the full conduction gap about eightfold. In the first-order result, layer weight supplies a factor of $0.641/0.359=1.8$ and the sublattice factor supplies $8.01/1.66=4.8$. At negative bias $\sin2\theta=0.948$, so the mass and gauge contributions nearly cancel: $-9+9.48=0.48$ meV.

In the valence band the two changes oppose each other. The layer weight is larger at negative bias, but $F$ is smaller, so the gap changes modestly. Even at $u=0$, where $P=1/2$ in both bands, the full gaps are 3.7 meV for conduction and 14.4 meV for valence. That difference cannot come from layer polarisation.

The first-order values exceed the full ones by 2 to 16%, relative to the full values. As a test of (4), the potential was multiplied by $10^{-4}$ at $u=-150,-100,0,50$ and $100$ meV. The largest relative difference from the plane-wave gap was $5\times10^{-5}$.

The bare conduction edge at $u=+100$ meV has 95% of its weight on layer 1, against 64% at $M$. Using the band-edge polarisation for the moire gap would overstate the layer contrast.

## (f) Are these insulating gaps, and how robust are they?

**Decide whether the gaps at $M$ separate the minibands throughout the mini-zone, and assess the model for a real device.**

**Answer.** At $u=\pm100$ meV they do not. A true gap requires the bottom of the upper miniband to lie above the top of the lower one at every wavevector. In the conduction band the lower miniband peaks at a mini-zone corner, while the upper one has its minimum at $M$. The corner is farther from the valley centre than $M$, and the bare energy is higher there. The moire shifts of these two miniband edges are together too small to overcome this rise.

The conduction minibands overlap by 3.0 meV at $u=+100$ meV and by 14.0 meV at $-100$ meV. The valence minibands overlap by 1.3 and 0.6 meV. Bias reversal therefore changes the direct gaps and the overlap, but at these two biases the model has no insulating state at one filled miniband. With spin and valley included, that filling is $2.36\times10^{12}$ cm$^{-2}$. The gap at neutrality remains open: it is 98.6 meV at positive and 93.3 meV at negative bias.

The 14 nm period is typical of closely aligned graphene and boron nitride. The moire amplitudes have a plausible size, but they are rough, chosen values. Among the direct gaps at $M$, the small conduction gap at $u=-100$ meV is the least secure, because it rests on a cancellation:

- A 20% increase in $|U_1|$ changes it from 1.2 to 2.3 meV.
- Rough trigonal-warping and skew hoppings of 0.38 and 0.14 eV also change it to 2.3 meV, for $\mathbf G_0$ at $30^\circ$ to the $k_x$ axis. With these hoppings the joint sign of $U_1$ and $U_3$ matters too: reversing both gives 0.4 meV.
- With those hoppings, the conduction gap at $+100$ meV is 10.2 meV, so the strong conduction contrast survives.

The overlaps are no more robust. Without warping, a 20% larger $|U_1|$ shrinks the valence overlaps to below 0.1 meV, and raising all three moire amplitudes by 10% opens a true valence gap of about 0.6 meV at $-100$ meV. A larger bias also opens true gaps: about 5 meV in the conduction band at $u=+150$ meV and about 1.3 meV in the valence band at $-150$ meV. The warping and skew hoppings act the other way and raise all four overlaps at $\pm100$ meV to roughly 30 to 40 meV. The sizes of the overlaps therefore belong to the isotropic model and should not be carried over to a device.

Opposite gate settings need not give opposite $u$, since the substrate can add a fixed layer offset. An offset of $+10$ meV changes the conduction gaps at nominal $\pm100$ meV to 10.3 and 1.25 meV. A twist of $0.5^\circ$ shortens the period to 12.5 nm and, without trigonal warping, gives first-order conduction gaps of 8.6 and 1.4 meV. These values should not be carried over to a real twisted device. The twist also turns the moire vectors by about $26^\circ$ relative to the graphene lattice, and warping then separates the bare energies at $\pm\mathbf G_m/2$ by tens of meV. Equation (4), which assumes equal bare energies, no longer applies there.

Interactions are a more serious limitation. For a dielectric constant of 4, the Coulomb energy at one moire period is 26 meV, larger than every direct gap in the table. It could change the miniband overlap and the state at integer filling, so these single-particle gaps should not be read as measured activation energies. Thermal energy is 0.34 meV at 4 K but 26 meV at 300 K, where these splittings would be thermally blurred. Lattice relaxation, disorder and inversion-odd moire terms are omitted and have not been sized here.

The bias itself is demanding but plausible. Take a layer spacing of 0.335 nm, a rough effective dielectric constant of 3 for the bilayer, which includes the charge response of its layers, and 3.5 for boron nitride. The mean of the fields in the two gate dielectrics is then

$$
\frac{0.100}{0.335}\times\frac{3}{3.5}=0.256\ {\rm V/nm}=2.6\ {\rm MV/cm}.
$$

This is about half of a rough breakdown field of 5 MV/cm. At one filled miniband, the fields in the two gate dielectrics lie about 0.6 MV/cm above and below this mean. For a triangular barrier of 3 eV and an effective mass of half the electron mass, the tunnelling exponent is 98 at the mean field and 79 at the larger of the two fields, so ideal gate tunnelling is negligible. Leakage through defects is not covered by that estimate. The numerical output gives the remaining values of the bias scan, where $|b|$ denotes $G$ and $t$ denotes $\theta$.

## Calculated quantities

```
Moire period = 14.0 nm; |b| = 0.5182 1/nm
Velocity = 1.00e+06 m/s; hbar*v = 0.6582 eV nm
Dimer hopping = 0.380 eV; x at M = 170.55 meV
U0, U1, U3 = 5.0 -10.0 -9.0 meV
Density filling one miniband = 2.357e+12 1/cm2
Bare conduction edge, u=+100 meV: E = 48.35 meV
Layer-1 weight at that edge = 0.952
At M: u(meV), band, E(meV), P, tan(t), factor(meV), gap1, full(meV)
+100 cond 72.66 0.6409 0.1328 8.007 10.26 9.61
+100 val -72.66 0.3591 -0.7192 18.549 13.32 11.92
-100 cond 72.66 0.3591 0.7192 1.662 1.19 1.16
-100 val -72.66 0.6409 -0.1328 12.574 16.12 13.84
Full M gaps: u(meV), conduction(meV), valence(meV)
-150 0.96 12.51
-100 1.16 13.84
-50 1.91 14.56
+0 3.65 14.43
+50 6.34 13.44
+100 9.61 11.92
+150 13.08 10.20
True gaps (negative = overlap): u, cond, val, neutrality (meV)
+100 -2.96 -1.25 98.61
  |k|/|b| at c1 max, c2 min, v1 min, v2 max: 0.577 0.500 0.577 0.500
-100 -14.01 -0.57 93.28
  |k|/|b| at c1 max, c2 min, v1 min, v2 max: 0.577 0.500 0.577 0.500
Scalar-only zero: u = -170.55 meV; P = 0.2872
Weak-limit largest relative error = 4.93e-05
M-gap change with larger basis = 0.00007 meV
Neglected effects: M gaps as conduction, valence (meV)
Rough gamma3, gamma4 = 0.38, 0.14 eV
u=+100 meV, warping and skew: 10.24 9.83
u=+100 meV, 10 meV layer offset: 10.29 11.58
u=+100 meV, U1 larger by 20%: 8.81 13.00
u=+100 meV, 0.5 deg twist, first order: 8.57 15.19
u=-100 meV, warping and skew: 2.25 11.73
u=-100 meV, 10 meV layer offset: 1.25 14.04
u=-100 meV, U1 larger by 20%: 2.33 14.26
u=-100 meV, 0.5 deg twist, first order: 1.44 15.67
Period at 0.5 deg twist = 12.50 nm
Coulomb scale, dielectric constant 4.0: 25.71 meV
Thermal energy at 4 K and 300 K = 0.34 25.85 meV
Layer spacing = 0.335 nm; dielectric constants: bilayer 3.0, BN 3.5
BN field = 2.56 MV/cm; rough breakdown 5.0 MV/cm
Gate tunnelling exponent (3.0 eV, 0.5 m_e) = 98.1
```
